Contact resistivity from front and end resistance of a planar contact

**The problem**

A metal contact lies on a thin doped layer of silicon. It has length L = 500 nm along the current and width W = 10 µm across it. A current I arrives through the silicon, enters the region under the metal at the front edge x = 0, and leaves through the interface into the metal. No current flows in the silicon beyond the far edge x = L.

Two voltages are measured between the silicon and the metal, one at each edge. Divided by the current they give the front resistance and the end resistance:

R_f = V(0)/I = 3.4 Ω

R_e = V(L)/I = 1.4 Ω

These are round readings chosen for the exercise. The resistance of the silicon lead in front of the contact has already been subtracted from R_f, and the tap that reads V(L) draws no current.

The interface is described by its contact resistivity ρ_c, the voltage across it divided by the current density through it. The silicon under the contact is described by its sheet resistance R_sk, in ohms per square. The transfer length is defined as

L_T = √(ρ_c/R_sk).

(a) Show that R_e/R_f = 1/cosh(L/L_T).

(b) Find ρ_c from the two readings.

**A tempting solution to part (b)**

The interface is a resistor of area WL. A resistor whose resistance times area is ρ_c has resistance ρ_c/(WL). The front reading is the voltage across the interface divided by the whole current, so R_f = ρ_c/(WL) and

ρ_c = R_f W L.

The area is 500 nm × 10 µm = 5 × 10⁻⁸ cm², hence

ρ_c = 3.4 Ω × 5 × 10⁻⁸ cm² = 1.7 × 10⁻⁷ Ω cm².

The end reading was not needed.

**Where it fails**

The unused reading exposes the fault. The current density through the interface at position x is

J(x) = V(x)/ρ_c,

where V(x) is the potential of the silicon relative to the metal. The formula ρ_c/(WL) assumes that J is the same over the whole area, and for a uniform ρ_c this requires V to be the same everywhere. The readings say otherwise:

J(0)/J(L) = V(0)/V(L) = 3.4/1.4 = 2.43.

The current is crowded towards the front edge. What does hold, for any distribution, is that the current densities add up to the total current:

I = W ∫₀ᴸ V(x)/ρ_c dx = W L V_mean/ρ_c,

so that

ρ_c = W L V_mean/I.

The step that failed was putting V(0) in place of V_mean. Since V falls from front to end, the front voltage exceeds the mean and the estimate is too high. Using V(L) instead would make it too low. To find the mean, one needs the shape of V(x) between the two edges.

**Assumptions of the model**

The metal is an equipotential, taken as V = 0. The silicon layer is thin enough to have one potential V(x) over its depth, and its current runs along x with no variation across the width. Both R_sk and ρ_c are uniform, and the interface is ohmic, meaning that J is proportional to V. The value of R_sk need not equal the sheet resistance outside the contact.

**Part (a): the potential under the contact**

Let i(x) be the current in the silicon at x, positive in the direction of increasing x. A slice of length dx and width W has resistance R_sk dx/W. The potential falls in the direction of the current, so

dV/dx = −(R_sk/W) i.

The same slice has an interface area W dx, through which the current W dx V/ρ_c passes into the metal. The current left in the silicon is smaller by this amount:

di/dx = −(W/ρ_c) V.

Differentiate the first equation and insert the second. The two minus signs cancel, and so does W:

d²V/dx² = −(R_sk/W) di/dx = (R_sk/ρ_c) V = V/L_T².

It is convenient to measure distance from the far edge. The general solution is then

V(x) = A cosh((L − x)/L_T) + B sinh((L − x)/L_T).

Its derivative is

dV/dx = −(A/L_T) sinh((L − x)/L_T) − (B/L_T) cosh((L − x)/L_T).

No current remains in the silicon at x = L, so dV/dx = 0 there. At that point the sinh vanishes and the cosh equals one, which leaves −B/L_T = 0, so B = 0. The potential is

V(x) = A cosh((L − x)/L_T).

Setting x = 0 and x = L gives V(0) = A cosh(L/L_T) and V(L) = A. The constant A cancels in the ratio:

R_e/R_f = V(L)/V(0) = 1/cosh(L/L_T).

This is the result asked for in part (a). It depends on the condition of zero current at the far edge. If the silicon beyond the contact carried current away, B would not vanish and the ratio would change.

As a numerical test, the silicon and the interface were replaced by a ladder of 1500 small resistive segments, and the current balance was solved at every node. For L/L_T = 0.3, 1, 2 and 4, the ratio of the end voltages agreed with the formula to within a relative error of 1.2 × 10⁻⁶.

**The two resistances separately**

The ratio contains ρ_c and R_sk only through L_T. Two contacts with the same length and the same L_T but different ρ_c give the same ratio, so the absolute size of the readings is needed as well. It follows from the current at the front edge. Write u = L/L_T. From the first equation of the model,

i(x) = −(W/R_sk) dV/dx = (W A/(R_sk L_T)) sinh((L − x)/L_T).

The condition i(0) = I gives

A = I R_sk L_T/(W sinh u).

Since R_sk = ρ_c/L_T², the product R_sk L_T equals ρ_c/L_T. Therefore

R_e = A/I = ρ_c/(W L_T sinh u)

R_f = (A/I) cosh u = (ρ_c/(W L_T)) coth u.

**Part (b): the inversion**

The ratio gives cosh u = R_f/R_e. For u > 0 the function cosh u rises steadily from 1, so each pair of readings with R_f > R_e > 0 gives one value of u:

u = arccosh(R_f/R_e).

Readings with R_e equal to or larger than R_f cannot come from this model with a finite contact length and a nonzero R_sk.

Next, sinh u is needed. It is positive, and cosh² u − sinh² u = 1, so

sinh u = √(R_f²/R_e² − 1) = √(R_f² − R_e²)/R_e.

Define D = √(R_f² − R_e²). Then R_e sinh u = D. The expression for R_e gives the same product as ρ_c/(W L_T), and 1/L_T = u/L, so

D = ρ_c/(W L_T) = ρ_c u/(W L).

Solving for ρ_c gives

ρ_c = W L D/u = W L √(R_f² − R_e²)/arccosh(R_f/R_e).

Comparison with ρ_c = W L V_mean/I shows that D/u is the mean voltage divided by the current, the quantity that the tempting solution replaced by R_f. The sheet resistance under the contact follows from the same readings:

R_sk = ρ_c/L_T² = ρ_c u²/L² = (W/L) u D.

**The numbers**

The square root is

D = √(3.4² − 1.4²) Ω = √9.60 Ω = 3.098 Ω.

The inverse hyperbolic cosine can be written as a logarithm, arccosh r = ln(r + √(r² − 1)). With r = R_f/R_e this becomes

u = ln((R_f + D)/R_e) = ln(6.498/1.4) = 1.535.

The transfer length is therefore

L_T = 500 nm/1.535 = 326 nm,

and the contact resistivity is

ρ_c = 5 × 10⁻⁸ cm² × 3.098 Ω/1.535 = 1.01 × 10⁻⁷ Ω cm².

In other units this is 10.1 Ω µm². With W/L = 20, the sheet resistance is

R_sk = 20 × 1.535 × 3.098 Ω = 95 Ω per square.

The tempting estimate of 1.7 × 10⁻⁷ Ω cm² is 68 % above the value found here. The contact is only about one and a half transfer lengths long, and the crowding already matters a good deal.

**Short and long contacts**

For a short contact, u ≪ 1, the expansions coth u ≈ 1/u + u/3 and 1/sinh u ≈ 1/u − u/6 apply. With ρ_c/(W L_T) = ρ_c u/(W L), the resistances become

R_f ≈ (ρ_c/(W L)) (1 + u²/3)

R_e ≈ (ρ_c/(W L)) (1 − u²/6).

Both approach ρ_c/(WL), so the tempting formula is the limit of a contact much shorter than its transfer length. To this order, the combination (R_f + 2R_e)/3 is free of the u² term:

ρ_c ≈ W L (R_f + 2R_e)/3.

For a long contact, u ≫ 1, coth u approaches 1 and 1/sinh u approaches 2 exp(−u). Then

R_f ≈ ρ_c/(W L_T)

R_e ≈ (2ρ_c/(W L_T)) exp(−u).

The front resistance stops falling with length, because the far part of the contact receives little current. The limiting value is D, so the example contact, at 3.4 Ω, is within about 10 % of the lowest front resistance that extra length could give at fixed W, ρ_c and R_sk.

With these three held fixed, a contact of length 2 µm has u = 6.14, R_f = 3.10 Ω and R_e = 13 mΩ. At a test current of 0.1 mA its end voltage is 1.3 µV, compared with 140 µV for the 500 nm contact.

**How reading errors pass into the result**

Since D = R_e sinh u, the logarithm of the contact resistivity is

ln ρ_c = ln(W L) + ln R_e + ln sinh u − ln u.

The dependence of u on the readings comes from ln cosh u = ln R_f − ln R_e. Differentiating at fixed R_e gives tanh u du = d ln R_f, so du/d ln R_f = coth u. Therefore

S = ∂ ln ρ_c/∂ ln R_f = coth u (coth u − 1/u).

At fixed R_f, the change in u has the opposite sign, and the separate term ln R_e contributes one:

∂ ln ρ_c/∂ ln R_e = 1 − S.

In the example S = 0.489 and 1 − S = 0.511. A front reading that is 1 % too high raises ρ_c by 0.49 %, and an end reading that is 1 % too high raises it by 0.51 %. If both are 1 % too high, ρ_c is also 1 % too high, as its proportionality to the overall size of the readings requires.

For short contacts S tends to 1/3 and 1 − S to 2/3, the same weights as in the combination above. The contact resistivity is therefore well determined even when the two readings are nearly equal. If reading errors make R_e exceed R_f, the inversion has no solution, but for a contact known to be short the combination above can still be used. The transfer length of a short contact is poorly determined. From L_T = L/u,

∂ ln L_T/∂ ln R_f = −(1/u) du/d ln R_f = −coth u/u,

which grows as 1/u² in magnitude for small u. In the example the factor is −0.715. Since R_sk = ρ_c/L_T², its own factor is 0.489 + 2 × 0.715 = 1.92: the sheet resistance reacts about four times as strongly to an error in R_f as ρ_c does.

For long contacts the difficulty lies in the voltmeter. Suppose that the end voltage V_e = I R_e has a small fixed error δ. The relative error of ρ_c is then (1 − S) δ/V_e. For large u, 1 − S tends to 1/u, but V_e falls as exp(−u). The error therefore grows as exp(u)/u, and a contact many transfer lengths long is a poor choice for this measurement.

**The depth of the silicon layer**

The model gives the silicon one potential over its depth. Let the layer have depth t and isotropic resistivity R_sk t. Measure y downwards from the interface, with an insulating bottom at y = t. Under the contact, Laplace's equation and the condition at the bottom allow the form

V = cos(k(t − y)) × (a combination of cosh kx and sinh kx).

The current density into the metal is (1/(R_sk t)) ∂V/∂y at y = 0, and it must equal V/ρ_c there. This gives

k sin(kt)/(R_sk t) = cos(kt)/ρ_c,

k tan(kt) = R_sk t/ρ_c = t/L_T².

For small kt, tan(kt) ≈ kt + (kt)³/3, so k²(1 + k²t²/3) ≈ 1/L_T². To leading order in t/L_T, the squared decay length is

1/k² ≈ L_T² + t²/3.

The potential averaged over the depth still obeys dV/dx = −R_sk i/W. Apart from disturbances near the two edges, the readings are thus those of the sheet model with L_T² replaced by L_T² + t²/3 and R_sk unchanged. The inversion returns R_sk(L_T² + t²/3), which exceeds ρ_c by the fraction t²/(3L_T²).

For t = 100 nm this estimate is 3.1 %. A numerical solution of the full cross-section, edges included, gives 3.0 %. For t = 20 nm, at the same sheet resistance, the two values are 0.126 % and 0.124 %.

**The example beside a real contact**

The extracted values lie in the regime of a silicide contact on heavily doped n-type silicon, for which 10⁻⁷ Ω cm² and 100 Ω per square are rough typical figures. Advanced processes reach much lower contact resistivities, roughly 10⁻⁹ to 10⁻⁸ Ω cm². At fixed R_sk, a hundredfold reduction of ρ_c shortens L_T tenfold, to about 33 nm here. A layer 100 nm deep is then no longer thin compared with L_T, and the sheet model fails. At the example's own values of ρ_c and R_sk, a depth of 100 nm causes the largest of the errors from neglected effects sized here, 3 % in ρ_c. For a depth of 20 nm the error would be only 0.12 %, but that case merely illustrates the scaling: 95 Ω per square in 20 nm requires a resistivity of 1.9 × 10⁻⁴ Ω cm, lower than heavily doped n-type silicon usually reaches.

The other effects were sized one at a time, by taking the extracted values as true, computing the altered readings and inverting them again:

- A metal layer of 0.5 Ω per square, drained and tapped at its far edge, raises the apparent ρ_c by 0.4 %. The sign depends on the arrangement: with the drain and the tap at opposite edges the apparent ρ_c is lowered instead, by 0.15 to 0.3 %.
- Doped silicon extending 100 nm beyond each side of the contact lets current flow around it and raises the apparent ρ_c by about 0.4 %. The numerical output shows 0.51 %, which includes an error of the grid, whose step is h = 25 nm. Without flanks, the potential on such a grid varies as cosh(κ(L − x)) with 4 sinh²(κh/2) = h²/L_T², and the inversion returns R_sk h/(2κ tanh(κh/2)) ≈ ρ_c(1 + h²/(6L_T²)), which is 0.10 % too high.
- An interface with the illustrative law J = (V_T/ρ_c)(exp(V/V_T) − 1), where V_T = 25.9 mV is the thermal voltage at 300 K, changes the apparent ρ_c by −0.4 % at 0.1 mA and by +0.4 % with the current reversed.

The last pair of signs follows from the expansion J ≈ (V/ρ_c)(1 + V/(2V_T)). For positive V the interface conducts slightly better than an ohmic one, and for negative V slightly worse. Averaging the readings for the two polarities removes this leading term, and the remaining error is 0.002 %.

Self-heating is negligible at this current. The power released under the contact is I²R_f = 34 nW. For a disc of the same area on a silicon half-space, with a rough thermal conductivity of 100 W/(m K), the temperature rise is about 7 × 10⁻⁵ K. The silicon lead in front of the contact also releases heat, about 95 nW per micrometre of its length if it has the same sheet resistance. This heat and insulating layers around a real device would raise the figure, but it leaves a wide margin.

The temperature of use matters more. Take the example's readings to refer to 300 K, and suppose that R_sk rises by a rough 0.1 % of its 300 K value per kelvin while ρ_c stays fixed. At 373 K the sheet resistance is 102 Ω per square, R_f rises to 3.49 Ω and R_e falls to 1.37 Ω. With ρ_c fixed, the two move in opposite directions because a larger R_sk shortens L_T and crowds the current further towards the front. If ρ_c also fell by 5 % over this range, both readings would be lower than at 300 K. Both readings must therefore be taken at the same temperature.

A contact resistivity that varies along the interface has not been sized. Two readings fix two unknowns, and they leave nothing over to reveal such a variation. Contacts of several lengths made in the same process would provide a partial check: within this model, they must all return the same ρ_c and R_sk. A variation on a scale much finer than L_T could still pass almost unnoticed, because neighbouring patches of the interface conduct in parallel and the contacts respond to the average of 1/ρ_c. The value returned is then close to the harmonic mean of ρ_c, which lies below its arithmetic mean: fine stripes of equal width with 0.5ρ₀ and 1.5ρ₀ return about 0.75ρ₀ at every contact length. The computed values used above are collected in the numerical output.

Computed results

```
largest relative error of ratio law vs ladder: 1.2e-06
contact length L: 500 nm
contact width W: 10 um
front resistance (chosen reading): 3.40 ohm
end resistance (chosen reading): 1.40 ohm
front/end ratio: 2.4286
u = L/L_T: 1.5351
sqrt(R_front^2 - R_end^2): 3.0984 ohm
transfer length: 325.7 nm
contact resistivity: 1.009e-07 ohm cm2
contact resistivity, converted: 10.09 ohm um2
sheet resistance under contact: 95.13 ohm/sq
naive R_front*W*L: 1.700e-07 ohm cm2
naive estimate too high by: 68.5 %
d ln rho_c / d ln R_front: 0.489
d ln rho_c / d ln R_end: 0.511
d ln L_T / d ln R_front: -0.715
rho_c change if R_front reads 1 % high: +0.49 %
rho_c change if R_end reads 1 % high: +0.51 %
Errors in rho_c from neglected effects, one at a time:
layer depth 100 nm, cross-section: +2.97 %
layer depth 100 nm, t^2/(3 L_T^2): +3.14 %
layer depth 20 nm, cross-section: +0.124 %
layer depth 20 nm, t^2/(3 L_T^2): +0.126 %
metal of 0.5 ohm/sq, far-end drain: +0.44 %
flanks of 100 nm on each side: +0.51 %
test current: 0.1 mA
front voltage: 0.340 mV
end voltage: 0.140 mV
thermal voltage at 300 K: 25.85 mV
exponential interface, forward: -0.412 %
exponential interface, reverse: +0.416 %
exponential interface, polarities averaged: +0.0021 %
thermal conductivity (rough input): 100 W/(m K)
power, upper bound I^2 R_front: 34.0 nW
self-heating estimate: 6.7e-05 K
sheet temperature coefficient (rough input): 1.0e-03 1/K
sheet resistance at 373 K: 102.1 ohm/sq
front resistance at 373 K, rho_c fixed: 3.488 ohm
end resistance at 373 K, rho_c fixed: 1.366 ohm
longer contact length: 2.0 um
longer contact L/L_T: 6.14
longer contact front resistance: 3.098 ohm
longer contact end resistance: 13.35 mohm
longer contact end voltage: 1.33 uV
```
